**Moire rotation of twisted graphene on a lattice-mismatched substrate**

For graphene turned by $\theta$ on a hexagonal substrate with spacing larger by the factor $1+\delta$, the moire lattice turns from the graphene axes by $\varphi=\arctan[\sin\theta/(1+\delta-\cos\theta)]$. With $\delta=0.018$ and $\theta=1^\circ$ the output gives $\varphi=43.87^\circ$ and, for a graphene lattice constant of 0.246 nm, a period of about 9.95 nm. The program follows a Fourier peak of the substrate energy sampled at graphene lattice points from alignment to 1 degree, and asserts that its angle agrees with the formula at each step. It also locates the centre of a region of nearly coincident lattice points by a nearest-neighbour search and a linear fit, and asserts that its direction and distance agree with the formulas. The derivatives of $\varphi$ with respect to twist and mismatch are asserted against finite differences. Further output sizes the effects of twist error, thermal expansion, uniaxial strain and in-plane relaxation, using rough material parameters. For the estimated relaxation, the program asserts that the moire angle and period stay unchanged within its tolerances.

## Program and output

```python
"""Moire rotation for graphene on a hexagonal substrate.
Result under test: if graphene is turned by theta from alignment with a
substrate whose spacing is m = 1 + delta times larger, the moire lattice is
turned from the graphene axes by
    phi = arctan( sin(theta) / (m - cos(theta)) )
and has period m*a/sqrt(D), D = delta**2 + 2*m*(1 - cos(theta)).
a: graphene lattice constant (nm). Frame: graphene fixed, substrate at -theta.
Lengths in nm, energies in eV, printed angles in degrees."""
import numpy as np
from scipy.optimize import minimize
from scipy.spatial import cKDTree

a = 0.246
delta = 0.018
twist_deg = 1.0
m = 1 + delta
theta = np.radians(twist_deg)


def phi_formula(t, d):
    return np.arctan2(np.sin(t), 1 + d - np.cos(t))


def denominator(t, d):
    return d**2 + 2 * (1 + d) * (1 - np.cos(t))


def period_formula(t, d):
    return (1 + d) * a / np.sqrt(denominator(t, d))


def rotation(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


# columns are the two primitive vectors of graphene
cell = a * np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])


def lattice_points(basis, radius):
    n = int(1.3 * radius / a) + 3
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    points = np.stack([i.ravel(), j.ravel()], axis=1) @ basis.T
    return points[np.hypot(points[:, 0], points[:, 1]) < radius]


def substrate_waves(t):
    """Three shortest reciprocal vectors of the turned, larger substrate."""
    basis = m * rotation(-t) @ cell
    b = 2 * np.pi * np.linalg.inv(basis)
    return np.array([b[0], b[1], b[0] + b[1]])


# ---- Test 1: follow the Fourier peak of the atoms' substrate energy ----
window_width = 11.0
sites = lattice_points(cell, 45.0)
window = np.exp(-np.sum(sites**2, axis=1) / (2 * window_width**2))
window /= window.sum()


def fourier_size(q, points, signal):
    phase = points @ q
    return np.hypot(signal @ np.cos(phase), signal @ np.sin(phase))


def find_peak(start, points, t):
    signal = window * np.cos(points @ substrate_waves(t).T).sum(axis=1)
    start = np.asarray(start)
    simplex = np.array([start, start + [0.02, 0], start + [0, 0.02]])
    found = minimize(lambda q: -fourier_size(q, points, signal), start,
                     method="Nelder-Mead",
                     options=dict(initial_simplex=simplex, xatol=1e-5,
                                  fatol=1e-9))
    assert found.success
    return found.x


graphene_wave_angle = np.radians(30)   # a reciprocal vector of graphene
axis = np.array([np.cos(graphene_wave_angle), np.sin(graphene_wave_angle)])
aligned_signal = window * np.cos(sites @ substrate_waves(0).T).sum(axis=1)
lengths = np.arange(0.30, 1.20, 0.02)
sizes = [fourier_size(k * axis, sites, aligned_signal) for k in lengths]
peak = lengths[int(np.argmax(sizes))] * axis
path = {}
for step in range(11):
    t_deg = step * twist_deg / 10
    peak = find_peak(peak, sites, np.radians(t_deg))
    angle = np.degrees(np.arctan2(peak[1], peak[0]) - graphene_wave_angle)
    path[step] = (t_deg, angle)
    expected = np.degrees(phi_formula(np.radians(t_deg), delta))
    assert abs(angle - expected) < 0.02
peak_angle = path[10][1]
peak_period = 4 * np.pi / (np.sqrt(3) * np.hypot(*peak))
phi = np.degrees(phi_formula(theta, delta))
period = period_formula(theta, delta)
assert abs(peak_period / period - 1) < 1e-3
assert abs(phi - 44) < 0.5

# ---- Test 2: centre of a region of coinciding sites in real space ----
near_sites = lattice_points(cell, 18.0)
substrate_sites = lattice_points(m * rotation(-theta) @ cell, 20.0)
distance, index = cKDTree(substrate_sites).query(near_sites)
offset = near_sites - substrate_sites[index]
r = np.hypot(near_sites[:, 0], near_sites[:, 1])
direction = np.degrees(np.arctan2(near_sites[:, 1], near_sites[:, 0]))
sector = (r > 5) & (r < 15) & (direction > 5) & (direction < 55)
best = near_sites[sector][np.argmin(distance[sector])]
patch = np.hypot(*(near_sites - best).T) < 1.5
design = np.column_stack([near_sites[patch], np.ones(patch.sum())])
fit = np.linalg.lstsq(design, offset[patch], rcond=None)[0]
centre = np.linalg.solve(fit[:2].T, -fit[2])
centre_angle = np.degrees(np.arctan2(centre[1], centre[0]))
centre_period = np.hypot(*centre)
assert abs(centre_angle - phi) < 1e-6
assert abs(centre_period - period) < 1e-6

# ---- Test 3: sensitivities against finite differences ----
D = denominator(theta, delta)
gain = (m * np.cos(theta) - 1) / D
slope_mismatch = -np.sin(theta) / D
h = 1e-6
gain_fd = (phi_formula(theta + h, delta)
           - phi_formula(theta - h, delta)) / (2 * h)
slope_fd = (phi_formula(theta, delta + h)
            - phi_formula(theta, delta - h)) / (2 * h)
gain_aligned_fd = (phi_formula(h, delta) - phi_formula(-h, delta)) / (2 * h)
assert abs(gain_fd / gain - 1) < 1e-5
assert abs(slope_fd / slope_mismatch - 1) < 1e-5
assert abs(gain_aligned_fd * delta - 1) < 1e-5

# ---- Neglected effects: twist error and thermal expansion ----
twist_error = 0.05
shift_up = np.degrees(phi_formula(np.radians(twist_deg + twist_error),
                                  delta)) - phi
shift_down = np.degrees(phi_formula(np.radians(twist_deg - twist_error),
                                    delta)) - phi
expansion_difference = 3e-6     # 1/K, rough
temperature_change = 300.0      # K
mismatch_change = expansion_difference * temperature_change
thermal_shift = np.degrees(phi_formula(theta, delta + mismatch_change)) - phi

# ---- Neglected effect: uniaxial strain of graphene, worst axis ----
strain, poisson = 1e-3, 0.16


def moire_vectors(graphene_basis):
    substrate_basis = m * rotation(-theta) @ cell
    pair = np.linalg.inv(np.linalg.inv(graphene_basis)
                         - np.linalg.inv(substrate_basis))
    return np.column_stack([pair, pair[:, 1] - pair[:, 0]])


free = moire_vectors(cell)
assert np.allclose(free[:, 0], centre, atol=1e-6)
free_complex = free[0] + 1j * free[1]
strain_turn, strain_stretch = 0.0, 0.0
for axis_deg in range(0, 180, 5):
    R = rotation(np.radians(axis_deg))
    E = R @ np.diag([strain, -poisson * strain]) @ R.T
    bent = moire_vectors((np.eye(2) + E) @ cell)
    ratio = (bent[0] + 1j * bent[1]) / free_complex
    strain_turn = max(strain_turn, np.degrees(np.abs(np.angle(ratio))).max())
    strain_stretch = max(strain_stretch, np.abs(np.abs(ratio) - 1).max())

# ---- Neglected effect: in-plane relaxation driven by the substrate ----
corrugation = 0.020             # eV per graphene cell, rough
shear_modulus = 1000.0          # eV/nm^2, rough
wave_energy = corrugation / 9   # energy 2*w*sum(cos) spans 9*w
waves = substrate_waves(theta)
force = 2 * wave_energy * np.sin(sites @ waves.T) @ waves
cell_area = np.linalg.det(cell)
moire_wave = np.hypot(*peak)
shift = force / (cell_area * shear_modulus * moire_wave**2)
largest_shift = np.hypot(shift[:, 0], shift[:, 1]).max()
relaxed_peak = find_peak(peak + [0.03, -0.02], sites + shift, theta)
relaxed_angle = np.degrees(np.arctan2(relaxed_peak[1], relaxed_peak[0])
                           - graphene_wave_angle)
assert abs(relaxed_angle - phi) < 0.02
assert abs(np.hypot(*relaxed_peak) / moire_wave - 1) < 1e-3

print(f"graphene lattice constant (rough): {a:.3f} nm")
print(f"mismatch delta: {delta:.3f}")
print(f"twist theta: {twist_deg:.2f} deg = {theta:.6f} rad")
print(f"sin(theta): {np.sin(theta):.6f}")
print(f"cos(theta): {np.cos(theta):.6f}")
print(f"1 + delta - cos(theta): {m - np.cos(theta):.6f}")
print(f"tan(phi): {np.sin(theta) / (m - np.cos(theta)):.4f}")
print(f"moire rotation from graphene, formula: {phi:.2f} deg")
print(f"same, followed Fourier peak: {peak_angle:.2f} deg")
print(f"same, coincidence centre: {centre_angle:.2f} deg")
print(f"small-angle estimate: {np.degrees(np.arctan(theta / delta)):.2f} deg")
print(f"moire rotation from substrate: {phi + twist_deg:.2f} deg")
print(f"equivalent angle after 60 deg turn: {phi - 60:.2f} deg")
print(f"D: {D:.4e}, sqrt(D): {np.sqrt(D):.6f}")
print(f"moire period, formula: {period:.3f} nm")
print(f"moire period, coincidence centre: {centre_period:.3f} nm")
print(f"moire period when aligned: {period_formula(0, delta):.3f} nm")
for step in (0, 2, 4, 6, 8, 10):
    print(f"followed peak, twist {path[step][0]:.1f} deg: "
          f"{abs(path[step][1]):.2f} deg")
print(f"d(phi)/d(theta) when aligned: {1 / delta:.1f} deg per deg")
print(f"d(phi)/d(theta) at this twist: {gain:.1f} deg per deg")
print(f"d(phi) per 0.001 of mismatch: "
      f"{np.degrees(slope_mismatch) * 0.001:.2f} deg")
print(f"twist error {twist_error:.2f} deg shifts phi by: "
      f"{shift_up:+.2f} / {shift_down:+.2f} deg")
print(f"expansion difference (rough): {expansion_difference:.1e} 1/K")
print(f"temperature change: {temperature_change:.0f} K")
print(f"resulting mismatch change: {mismatch_change:.1e}")
print(f"resulting shift of phi: {thermal_shift:+.2f} deg")
print(f"uniaxial strain: {100 * strain:.1f} %, Poisson ratio {poisson:.2f}")
print(f"largest turn of a moire vector by strain: {strain_turn:.2f} deg")
print(f"largest length change by strain: {100 * strain_stretch:.1f} %")
print(f"stacking corrugation (rough): {1000 * corrugation:.0f} meV per cell")
print(f"shear modulus (rough): {shear_modulus:.0f} eV/nm^2")
print(f"largest relaxation displacement: {largest_shift:.4f} nm")
print(f"local strain scale K*u: {100 * moire_wave * largest_shift:.2f} %")
print(f"moire rotation with relaxation: {relaxed_angle:.2f} deg")
print("verified")
```

It prints:

```
graphene lattice constant (rough): 0.246 nm
mismatch delta: 0.018
twist theta: 1.00 deg = 0.017453 rad
sin(theta): 0.017452
cos(theta): 0.999848
1 + delta - cos(theta): 0.018152
tan(phi): 0.9614
moire rotation from graphene, formula: 43.87 deg
same, followed Fourier peak: 43.87 deg
same, coincidence centre: 43.87 deg
small-angle estimate: 44.12 deg
moire rotation from substrate: 44.87 deg
equivalent angle after 60 deg turn: -16.13 deg
D: 6.3409e-04, sqrt(D): 0.025181
moire period, formula: 9.945 nm
moire period, coincidence centre: 9.945 nm
moire period when aligned: 13.913 nm
followed peak, twist 0.0 deg: 0.00 deg
followed peak, twist 0.2 deg: 10.97 deg
followed peak, twist 0.4 deg: 21.17 deg
followed peak, twist 0.6 deg: 30.11 deg
followed peak, twist 0.8 deg: 37.65 deg
followed peak, twist 1.0 deg: 43.87 deg
d(phi)/d(theta) when aligned: 55.6 deg per deg
d(phi)/d(theta) at this twist: 28.1 deg per deg
d(phi) per 0.001 of mismatch: -1.58 deg
twist error 0.05 deg shifts phi by: +1.37 / -1.44 deg
expansion difference (rough): 3.0e-06 1/K
temperature change: 300 K
resulting mismatch change: 9.0e-04
resulting shift of phi: -1.38 deg
uniaxial strain: 0.1 %, Poisson ratio 0.16
largest turn of a moire vector by strain: 2.04 deg
largest length change by strain: 3.7 %
stacking corrugation (rough): 20 meV per cell
shear modulus (rough): 1000 eV/nm^2
largest relaxation displacement: 0.0081 nm
local strain scale K*u: 0.59 %
moire rotation with relaxation: 43.87 deg
verified
```
